# The Slater exponent for helium and neon core and valence pairs

## Problem

In MP2-F12 theory the pair function of two electrons in occupied orbitals \(i,j\) contains the geminal

\[
f(r_{12})=-\frac{1}{\gamma}\,e^{-\gamma r_{12}} ,
\]

multiplied by an amplitude \(c\) that is fixed in advance. The exponent \(\gamma\) is then the one free parameter of the geminal. Hartree atomic units and real functions are used, so \(\gamma\) is in bohr⁻¹.

The atoms are closed-shell, with canonical Hartree–Fock orbitals. The spatial pair function is \(\Psi=|ii\rangle\) or \(\Psi=(|ij\rangle\pm|ji\rangle)/\sqrt2\), with the plus sign for singlets and the minus sign for triplets. Triplet energies are counted three times.

(a) Find the amplitudes from the behaviour at \(r_{12}\to0\).

(b) Derive the pair energy \(E(\gamma)\) from a variational functional, keeping the coupling between the geminal and the conventional double excitations.

(c) Discuss large and small \(\gamma\), and how the best \(\gamma\) changes when a pair is compressed.

(d) Scan \(\gamma\) for helium and for the core and valence pairs of neon. Is the valence optimum flat, does it lie between 1 and 1.5, and is the core optimum larger? Which single \(\gamma\) suits an all-electron calculation on neon?

For (d), take the occupied orbitals from a large even-tempered Gaussian set. Virtual orbitals come from cc-pVTZ, made orthogonal to the occupied ones; for each occupied shell, the combination that this step leaves smallest is dropped. For neon, add tight functions with exponents 10 and 30 (s), 25 and 100 (p) and 40 (d) bohr⁻², so that the core has correlating functions.

## Solution

### (a) Fixed amplitudes

With \(\mathbf r=\mathbf r_1-\mathbf r_2\), the kinetic energy of relative motion is \(-\nabla_r^2\). Near coalescence, let the leading part of \(\Psi\) be \(r^lY_{lm}\), and let the first-order correction be \(c\,r\) times it. The repulsion acting on \(\Psi\) gives \(r^{l-1}Y_{lm}\), which the kinetic energy of the correction must cancel:

\[
-\nabla^2 (c\,r^{l+1}Y_{lm})
=-c\,[(l+1)(l+2)-l(l+1)]\,r^{l-1}Y_{lm}
=-2c(l+1)\,r^{l-1}Y_{lm}.
\]

Hence \(1-2c(l+1)=0\). Singlets are even in \(\mathbf r\), with lowest wave \(l=0\); triplets are odd, with lowest wave \(l=1\):

\[
c=\tfrac12\ \text{(singlet)},\qquad c=\tfrac14\ \text{(triplet)} .
\]

Higher waves of the same parity would need other values, which this choice ignores. Since \(f=-1/\gamma+r_{12}-\gamma r_{12}^2/2+\dots\), the linear term has coefficient one for every \(\gamma\), and \(c\) does not depend on \(\gamma\). The constant \(-1/\gamma\) is removed by the projector introduced next.

### (b) The pair energy

Let \(O\) project on the occupied orbitals and \(V\) on the virtual orbitals of the basis. The trial function is

\[
u=\sum_{ab}t_{ab}|ab\rangle+c\,Qf\Psi,\qquad
Q=(1-O_1)(1-O_2)-V_1V_2 ,
\]

where \(a,b\) run over all ordered pairs of basis virtuals. \(Q\) keeps both electrons out of the occupied orbitals and removes what the conventional doubles already describe. Define \(h=F_1+F_2-\varepsilon_i-\varepsilon_j\), with \(F\) the Fock operator, and

\[
J[u]=\langle u|h|u\rangle+2\langle u|r_{12}^{-1}|\Psi\rangle .
\]

Outside the occupied space \(h\) is positive here, so \(J\) has a minimum. There \(hu\) equals \(-r_{12}^{-1}\Psi\) projected on that space, hence \(J=\langle u|r_{12}^{-1}|\Psi\rangle\), the MP2 pair energy. Any other \(u\) lies higher, provided that the matrix elements are exact.

Write \(g_{ab}=\langle ab|r_{12}^{-1}|\Psi\rangle\), \(f_{ab}=\langle ab|f|\Psi\rangle\), \(D_{ab}=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j\) and

\[
\mathcal V=\langle\Psi|fQr_{12}^{-1}|\Psi\rangle,\quad
B=\langle\Psi|fQhQf|\Psi\rangle,\quad
C_{ab}=\langle ab|hQf|\Psi\rangle .
\]

With the basis virtuals chosen to diagonalize \(F\) among themselves,

\[
J=2c\mathcal V+c^2B+\sum_{ab}\left[t_{ab}^2D_{ab}+2t_{ab}(g_{ab}+cC_{ab})\right].
\]

Setting the derivative with respect to \(t_{ab}\) to zero gives \(t_{ab}=-(g_{ab}+cC_{ab})/D_{ab}\), and therefore

\[
E(\gamma)=2c\mathcal V+c^2B-\sum_{ab}\frac{(g_{ab}+cC_{ab})^2}{D_{ab}} .
\]

**The term \(\mathcal V\).** In a complete orthonormal set, \(1-Q=O_1+O_2-O_1O_2+V_1V_2\) selects pairs with at least one occupied orbital or with two basis virtuals. Call these pairs "removed" and all others "kept". Then

\[
\mathcal V=\langle\Psi|f/r_{12}|\Psi\rangle-\sum_{\rm removed}f_{pq}\,g_{pq}.
\]

**The coupling.** Let \(x\) run over orbitals outside both the occupied and the basis virtual space. Then \(C_{ab}=\sum_x(F_{ax}f_{xb}+F_{bx}f_{ax})\). The orbital energies \(\varepsilon_i,\varepsilon_j\) drop out, because \(|ab\rangle\) is not a kept pair.

**The term \(B\).** Replace the right-hand \(Q\) by \(1-(1-Q)\):

\[
B=\langle fQhf\rangle-\langle fQh(1-Q)f\rangle .
\]

The occupied orbitals are eigenfunctions of \(F\). A pair with an occupied factor therefore keeps that factor under \(h\), and \(Q\) annihilates it. The second term reduces to \(\sum_{ab}C_{ab}f_{ab}\).

In the first term \(h\Psi=0\), so \(hf\Psi=[h,f]\Psi\). The local potentials in \(F\) commute with \(f\); the kinetic energy \(T=T_1+T_2\) and the exchange operator \(K=K_1+K_2\), which enters with a minus sign, do not. Thus \([h,f]=[T,f]-[K,f]\).

The part of \(\langle fQ[T,f]\rangle\) without projector has a closed form. For electron 1,

\[
\langle f[T_1,f]\rangle
=-\tfrac12\int\Psi^2f\nabla_1^2f-\int f\,\Psi\,\nabla_1f\cdot\nabla_1\Psi .
\]

Since \(\Psi\nabla_1\Psi=\tfrac12\nabla_1\Psi^2\), partial integration turns the last term into \(+\tfrac12\int\Psi^2(|\nabla_1f|^2+f\nabla_1^2f)\). The terms with \(\nabla_1^2f\) cancel, leaving \(\tfrac12\langle|\nabla_1f|^2\rangle\). Electron 2 gives the same, and \(|\nabla_1f|=e^{-\gamma r_{12}}\). Altogether

\[
\begin{aligned}
B={}&\langle e^{-2\gamma r_{12}}\rangle
-\sum_{\rm removed}f_{pq}\langle pq|[T,f]|\Psi\rangle\\
&-\sum_{\rm kept}f_{pq}\langle pq|[K,f]|\Psi\rangle
-\sum_{ab}C_{ab}f_{ab}.
\end{aligned}
\]

### (c) Limits and length scale

For \(\gamma\to\infty\) the geminal vanishes and \(E\) returns to conventional MP2. For \(\gamma\to0\), once \(Q\) has removed the constant, \(f\) acts as \(r_{12}\). The correction then keeps growing with distance until the orbitals cut it off. A finite \(\gamma\) lets it level off. At an interior minimum the first derivative vanishes, so a small displacement of \(\gamma\) costs energy in second order.

Now compress a pair by a factor \(s\). Consider the hydrogenic limit, in which \(F\) contains only kinetic energy and nuclear attraction, and scale the nuclear charge and the basis along. Then \(h\) scales as \(s^2\) and \(r_{12}^{-1}\) as \(s\). With \(\gamma\to s\gamma\), the new geminal is \(f(sr_{12})/s\), so \(u\) carries a factor \(1/s\), and so do the \(t_{ab}\). Both terms of \(J\) are unchanged:

\[
s^{-2}s^2=1,\qquad s^{-1}s=1 .
\]

In this limit the best \(\gamma\) is proportional to \(s\), and \(\gamma\) times the orbital radius is constant. In a real atom this can hold only approximately.

### (d) The scan

For an atom, the integrals over \(f\), \(f/r_{12}\) and \(e^{-2\gamma r_{12}}\) are convenient in momentum space:

\[
\iint\rho_1(\mathbf r_1)k(r_{12})\rho_2(\mathbf r_2)
=\int\frac{d^3q}{(2\pi)^3}\,\tilde k(q)\,\tilde\rho_1^*(\mathbf q)\tilde\rho_2(\mathbf q).
\]

The transform of \(e^{-\gamma r}/r\) is \(4\pi/(q^2+\gamma^2)\). Minus its \(\gamma\)-derivative, \(8\pi\gamma/(q^2+\gamma^2)^2\), is that of \(e^{-\gamma r}\). Changing \(\gamma\) thus changes only a weight in \(q\).

The large set also supplies the orbitals outside the basis, up to \(l=5\) for helium and \(l=3\) for neon. In neon \(l=3\) suffices for the terms with occupied projectors: \(f\) can take one electron between s and p orbitals with multipoles up to 2, which lifts the other from p to at most \(l=3\). The sum with \([K,f]\) is truncated, so the upper-bound property is approximate. In neon the omitted terms with \(l=4\) to 9 would raise the 1s² pair by less than 0.01 mEh. They would raise the 2s² pair by 0.07 mEh and the ¹S combination of the 2p² pairs by 0.23 mEh at \(\gamma=1\), and by 0.06 and 0.18 mEh at \(\gamma=1.5\). Summed over all valence pairs, the omitted terms would raise the energy by 2.2 mEh at \(\gamma=1\), 1.9 mEh at 1.25 and 1.6 mEh at 1.5. The core and core–valence sums would rise by less than 0.05 mEh. The table below does not include these terms. Because they fall with \(\gamma\), they favour slightly larger exponents than the table does.

Selected pair energies in millihartree (mEh) are:

| \(\gamma\) | He | Ne core | Ne core–valence | Ne valence |
|---:|---:|---:|---:|---:|
| 0.60 | −37.00 | −39.48 | −21.68 | −314.12 |
| 1.00 | −37.07 | −39.66 | −24.05 | −317.28 |
| 1.25 | −36.96 | −39.75 | −24.90 | −316.85 |
| 1.50 | −36.84 | −39.81 | −25.52 | −315.86 |
| 2.00 | −36.57 | −39.91 | −26.34 | −313.06 |
| 5.00 | −35.18 | −40.05 | −26.54 | −293.92 |
| 20.00 | −33.30 | −38.75 | −22.06 | −271.49 |

Without the geminal the four values are −33.13, −35.65, −21.05 and −269.62 mEh. The last row is moving back towards them, as (c) requires. The neon entries of the table hold to about 0.02 mEh with respect to the large set. A denser set (exponent ratio 1.7 instead of 2) lowers the valence column by 0.02 mEh, lowers the conventional valence value by 0.2 mEh, and leaves the valence and core–valence optima within 0.01. Keeping the dropped basis combinations lowers the conventional valence value by 0.4 mEh and the all-electron sums by about 0.2 mEh, again with the optima within 0.01.

**Valence and helium.** In the table the neon valence optimum is \(\gamma=1.01\); with the omitted terms it is about 1.08. Both lie at the lower end of the proposed range. Going to 1.5 costs 1.4 mEh in the table and 0.9 mEh with the omitted terms, in either case less than 0.5% of the valence pair energy. The geminal contributes \(317.28-269.62=47.66\) mEh in the table, so the cost is 2 to 3% of its contribution. Any \(\gamma\) from 0.65 to 1.8 costs less than 1% of the pair energy.

Helium has its optimum at 0.81, below the proposed range, although \(\gamma=1\) costs a mere 0.04 mEh and 1.5 costs 0.27 mEh. The position depends on the basis: it is 0.88 in cc-pVDZ, 0.80 in cc-pVQZ, and 1.18 when all functions of the large set up to \(l=3\) are admitted. "Between 1 and 1.5" is therefore a serviceable choice, not a property of the electron pair.

As a check on the energies, a partial-wave extrapolation of conventional MP2 for helium gives −37.34 mEh. The best F12 value with all functions up to \(l=3\) is −37.38 mEh, 0.04 mEh lower, and most of this gap lies in the extrapolation: with a denser set and waves up to \(l=7\) it moves to −37.37 mEh, while the F12 value stays at −37.38 mEh. In cc-pVTZ the best F12 value, −37.10 mEh, is about 0.3 mEh above this limit; conventional MP2 is 4.2 mEh above.

**Core.** The core optimum is \(\gamma=4.55\), more than four times the valence one. The corresponding lengths \(1/\gamma\) are about 12 pm and 50 pm. The scaling argument can be tried on the two 1s² pairs, with rms orbital radii of 1.089 bohr in helium and 0.183 bohr in neon:

\[
0.81\times1.089=0.88,\qquad 4.55\times0.183=0.83 .
\]

The radii differ by a factor of six, while the products are of the same size, as the length-scale argument suggests. The closeness of the two numbers is accidental. With the other helium bases the helium product ranges from about 0.9 to about 1.3. If the neon core is instead given the helium cc-pVTZ basis scaled to the neon 1s radius, its optimum drops to about 3.5 and its product to 0.64 when only one s function is dropped, as in helium, and to about 3.2 and 0.58 when one function per occupied neon shell is dropped. Between these two atoms the scaling thus holds only to about 30 to 35%. The core energies at \(\gamma=4\) and \(5\) lie within 0.005 mEh of the minimum, so the position of the core optimum is only loosely fixed.

The core curve is also flat. Using the valence optimum for the core costs 0.39 mEh, which is 1% of the core pair energy but 9% of the geminal's contribution, \(40.05-35.65=4.40\) mEh. The reverse choice is far worse: the core optimum costs the valence pairs about 20 mEh, or more than 40% of their geminal contribution.

**One exponent for all electrons.** Adding the three neon columns gives

\[
\begin{aligned}
\gamma=1.00:&\quad -39.66-24.05-317.28=-380.99\ \text{mEh},\\
\gamma=1.25:&\quad -39.75-24.90-316.85=-381.50\ \text{mEh},\\
\gamma=1.50:&\quad -39.81-25.52-315.86=-381.19\ \text{mEh}.
\end{aligned}
\]

At \(\gamma=2\) the sum has risen to −379.31 mEh. Of the scanned values, 1.25 gives the lowest sum. The omitted terms would raise the sums at 1.25 and 1.5 to −379.58 and −379.54 mEh, which makes the two practically equal. Any \(\gamma\) between 1.25 and 1.5 is therefore a good compromise. With the energies of the table, separate optima for the three classes would give \(-40.05-27.05-317.28=-384.38\) mEh, so the choice of 1.25 costs 2.9 mEh. Most of this, \(27.05-24.90=2.15\) mEh, comes from the core–valence pairs, whose own optimum is 3.38, and not from the core pair.

These numbers belong to non-relativistic MP2 in the stated bases. They measure how well \(\gamma\) serves the MP2 pair energies; correlation beyond second order is left out. The numerical check gives the full scan.

## Computed values

```
HF energy He, Ne (Eh): -2.86167 -128.54466
Ne MP2 in s,p set, own / pyscf (Eh): -0.192001 -0.192001
He MP2 limit from partial waves (mEh): -37.34
Ne tight exponents (l, bohr^-2): 0 10, 0 30, 1 25, 1 100, 2 40
Pair energies in mEh; gamma in 1/bohr; He in cc-pVTZ
 gamma      He   Ne core  Ne core-val  Ne valence
  0.30  -35.624  -39.301    -17.055     -295.876
  0.45  -36.654  -39.397    -19.968     -308.710
  0.60  -37.004  -39.482    -21.684     -314.124
  0.80  -37.103  -39.579    -23.105     -316.731
  1.00  -37.066  -39.661    -24.051     -317.278
  1.25  -36.963  -39.745    -24.897     -316.853
  1.50  -36.837  -39.813    -25.519     -315.861
  2.00  -36.567  -39.911    -26.341     -313.055
  2.50  -36.302  -39.974    -26.796     -309.740
  3.00  -36.052  -40.013    -27.008     -306.288
  4.00  -35.591  -40.049    -26.958     -299.667
  5.00  -35.177  -40.051    -26.542     -293.916
  6.00  -34.816  -40.030    -25.973     -289.188
  8.00  -34.267  -39.937    -24.828     -282.433
 10.00  -33.908  -39.790    -23.928     -278.250
 14.00  -33.524  -39.399    -22.825     -273.938
 20.00  -33.301  -38.746    -22.063     -271.494
He: basis, MP2, best MP2-F12 (mEh), best gamma (1/bohr)
  cc-pVDZ     -25.758  -36.391   0.88
  cc-pVTZ     -33.128  -37.103   0.81
  cc-pVQZ     -35.472  -37.307   0.80
  all l<=3    -36.593  -37.378   1.18
Ne: pairs, MP2, best MP2-F12 (mEh), best gamma (1/bohr)
  core        -35.649  -40.054   4.55
  core-val    -21.051  -27.050   3.38
  valence    -269.615 -317.278   1.01
Range of gamma within the scan costing < 1 % (1/bohr); loss at 1, 1.5 (mEh)
  He          0.47 to  1.70;  0.037  0.266
  Ne core     0.98 to 11.50;  0.393  0.241
  Ne valence  0.60 to  1.83;  0.000  1.417
Core loss at valence optimum (mEh): 0.391
Valence loss at core optimum (mEh): 20.927
rms radii (bohr): He 1s 1.089, Ne 1s 0.183, Ne 2s 0.983, Ne 2p 1.108
gamma*radius, He 1s and Ne 1s: 0.88 0.83
Ratio of core to valence optimum: 4.52
Length 1/gamma, Ne core and valence (pm): 11.6 52.6
```
